Why Poisson Layer Growth Gives Decay Without Diffraction Oscillations

An electron beam is reflected from a flat crystal while atoms are deposited on it. In some growth conditions the specular spot dims and brightens once per atomic layer; in others it only fades. Suppose that both surfaces receive the same atoms at the same rate and are viewed with the same beam. The difference can then lie in where the atoms end up. What does the spot do if every atom stays on the level where it lands?

**One column and its phase**

Divide the surface into equal columns, each with an integer height n in layers of spacing d. The beam arrives at angle a from the surface normal with vacuum wave number k. In specular reflection the component of the wave vector along the surface is unchanged, while the normal component goes from -k cos a to +k cos a. The wave vector therefore changes by 2k cos a along the normal, and raising a column by d changes the phase of its reflected wave by

p = 2kd cos a.

The sign depends on the wave convention and does not affect intensities.

The beam also penetrates below the top atom. Let g_m be the amplitude from the layer m steps below the local surface, including attenuation. A column of height n then contributes

Σ_m g_m e^{ip(n-m)} = e^{ipn} Σ_m g_m e^{-ipm}.

The last sum is the same for every column and cancels when intensities are divided by their initial value. Refraction by the inner potential also changes only this common factor: lifting a whole crystal by d shifts its reflected wave by the vacuum phase p. That a narrow column scatters as if it were part of a wide terrace is an assumption, the kinematic column picture.

If P_n is the fraction of columns with height n, the coherent amplitude, in units of the common factor, is

A = Σ_n P_n e^{ipn}, with Σ_n P_n = 1.

The coherent intensity is I = |A|². A flat surface has I = 1.

**The simplest growth: one layer at a time**

Suppose first that no atom settles on a layer until that layer is full. With a fraction θ of the current layer filled, two heights are exposed, and apart from an overall phase

A = (1-θ) + θe^{ip}.

Multiplying by the complex conjugate gives

I = (1-θ)² + θ² + 2θ(1-θ) cos p.

Since (1-θ)² + θ² = 1 - 2θ(1-θ), this becomes

I = 1 - 2θ(1-θ)(1-cos p).

At θ = 0 and θ = 1 the surface is flat and I = 1. At θ = 1/2 the intensity is (1+cos p)/2, which vanishes at antiphase, p = π plus any multiple of 2π. This growth oscillates with the period of one layer, unless p is a multiple of 2π.

**Atoms that stay on their level, at antiphase**

Now let atoms arrive at random positions at a constant rate of F monolayers per second. An atom landing on a column top of height n is built in at height n+1. It may first move sideways over tops of the same height, but it may not climb, descend or desorb.

At antiphase e^{ip} = -1, so even columns contribute +1 and odd columns -1. Each arrival reverses the sign of one column. In a short time dt a fraction F dt of the columns is struck, without preference for even or odd. A column that contributed s now contributes -s, a change of -2s. Averaged over the surface,

dA/dt = -2FA.

From a flat start A = e^{-2Ft}, and therefore I = e^{-4Ft}. The amplitude approaches zero without crossing it, because even and odd heights become equally common and nothing sorts them again.

**Any phase**

For general p, count the columns. Those of height n are lost when struck and gained when columns of height n-1 are struck:

dP_n/dt = F(P_{n-1} - P_n), with P_{-1} = 0.

Multiply by e^{ipn} and sum over n. In the gain term put m = n-1:

Σ_n P_{n-1} e^{ipn} = e^{ip} Σ_m P_m e^{ipm} = e^{ip}A.

The loss term gives -A, so

dA/dt = F(e^{ip} - 1)A,

A(t) = A(0) exp[Ft(e^{ip} - 1)].

Writing e^{ip} - 1 = -(1-cos p) + i sin p separates decay from rotation:

A(t) = A(0) exp[-Ft(1-cos p)] exp(iFt sin p).

The last factor has modulus one. It turns the phase of the wave, which an intensity measurement does not record. Squaring the modulus doubles the decay exponent:

I(t)/I(0) = exp[-2Ft(1-cos p)], for I(0) > 0.

At p = π this returns e^{-4Ft}. At p = 2πm, with m an integer, all heights scatter in phase and the intensity stays constant, however rough the surface becomes. For other phases

dI/dt = -2F(1-cos p)I < 0,

so there are no oscillations. An initially rough surface changes only A(0), which cancels in the ratio.

**The heights behind the law**

For a flat start A(0) = 1, and expanding the exponential gives

A = e^{-Ft} Σ_n (Ft)^n e^{ipn}/n!.

This holds for every p, so comparing coefficients of e^{ipn} yields the Poisson distribution

P_n = e^{-Ft}(Ft)^n/n!.

After one monolayer the fractions at heights 0 to 4 are 0.368, 0.368, 0.184, 0.061 and 0.015. More than a third of the original surface is still bare, although enough atoms have arrived to cover it once.

Near an in-phase setting, write p = 2πm + δ with small δ. Then 1-cos δ ≈ δ²/2 and

I/I(0) ≈ exp(-Ft δ²).

Since the Poisson variance is Ft, this is the usual Gaussian roughness factor. The next term of the cosine changes the exponent by +Ft δ⁴/12, so the approximation needs Ft δ⁴/12 ≪ 1. At antiphase and one monolayer it would give 5.2×10⁻⁵ instead of e^{-4} = 0.0183. The discrete heights matter there.

**Same first slope, different later history**

Set x = 1-cos p and c = Ft. For c below one layer the two growth modes give

filling one layer at a time: I = 1 - 2xc + 2xc²,

Poisson growth: I = 1 - 2xc + 2x²c² - ...

The initial slopes agree because the first atoms land on bare surface in both cases. The initial slope therefore does not identify the growth mode. The curves separate later: at antiphase and a quarter of a layer they give 0.25 and 0.37. Towards a full layer the first then recovers, while the second keeps falling.

**Islands do not restore the oscillation**

The balance equation uses only the level on which an atom lands. An atom that lands on height n and joins an island edge on that level still turns one column of height n into one of height n+1. Islands change which columns are neighbours, not the fractions P_n.

A lattice simulation shows the distinction. It used a periodic square lattice of 250 × 250 columns. In one run atoms stuck where they landed. In another they took up to 20 random steps between tops of equal height, stopping earlier where at least two neighbours were higher. At half a monolayer the fraction of neighbouring pairs with unequal heights was 0.534 without walks and 0.415 with them, so the walks did gather atoms into islands. At one monolayer the antiphase amplitudes were 0.132 and 0.142, against e^{-2} = 0.135 from the law. The expected scatter for this lattice size is about 0.004, so both agree with the law within two such deviations.

Descent is different. Let an atom land on a column of height n beside one of height n-1. If it stays, the pair becomes (n+1, n-1) and contributes

e^{ip(n+1)} + e^{ip(n-1)} = 2e^{ipn} cos p.

If it steps down, the pair becomes (n, n) and contributes 2e^{ipn}. Descent thus adds 2(1-cos p)e^{ipn}. For n = 1 at antiphase this is -4: it drives the positive amplitude down and can carry it through zero. The intensity then vanishes and grows again.

In a simulation where an atom always moved to a lower neighbour of its landing site if there was one, the antiphase intensity was close to zero at half a monolayer and about 0.20 at one. Descent alone, with no sideways walk, had brought back an oscillation.

**A finite coherent area**

The law describes an infinitely wide surface. For N columns with independent heights, the measured amplitude is A_N = (1/N) Σ_j e^{iph_j}. Its squared modulus contains N terms with equal indices, each equal to 1, and N(N-1) terms with different indices, each with mean G = |A|². Hence

mean |A_N|² = [N + N(N-1)G]/N² = G + (1-G)/N.

The second part is diffuse intensity at the specular position. It vanishes for a flat surface and tends to 1/N as G goes to zero. For N = 40, Ft = 0.5 and p = 2 rad, G = 0.2426 and the formula gives 0.2616; random deposition on 20,000 such surfaces gave a mean of 0.2614. Islands correlate neighbouring heights. This can change the diffuse part when the coherent area is not much wider than the distance atoms walk, because atoms then often cross its border. G stays the same.

**Numbers for cold silicon**

Take silicon deposited on Si(001) at 200 K and F = 0.05 monolayers per second. The layer spacing is 0.1358 nm, so the film grows by 0.41 nm per minute. The beam is a low-energy one, 7° from the normal. The flux and the instrument values below are rough choices.

Neighbouring Si(001) terraces carry surface reconstructions turned by 90°. If the plane of incidence contains a <100> direction that lies in the surface, a glide operation maps one terrace type onto the other. It reflects the crystal in that plane, shifts it by one layer along the normal and by a quarter of the cubic cell edge along the in-surface direction. The sideways shift does not affect the specular wave. Their specular amplitudes are then equal, as the law requires.

Antiphase at p = 3π needs k cos a = 3π/(2d) = 34.7 nm⁻¹. Dividing by cos 7° and using E = ħ²k²/(2m), with m the electron mass, gives 46.6 eV. At 63.4 eV, p = 3.5π and cos p = 0; at 82.8 eV, p = 4π and the terraces are in phase.

The 1/e times are 1/(4F) = 5 s at antiphase and 1/(2F) = 10 s at cos p = 0. The relative intensities are:

5 s, 0.25 monolayer: 0.368 and 0.607
10 s, 0.50 monolayer: 0.135 and 0.368
20 s, 1.00 monolayer: 0.0183 and 0.135
40 s, 2.00 monolayers: 0.0003 and 0.0183

The first value in each line is for antiphase. The in-phase intensity remains 1.

For a coherent width of 100 nm and columns 0.384 nm wide, N is about 68,000. The coherent part falls to the diffuse floor 1/N when e^{-4Ft} = 1/N, that is at Ft = (ln N)/4 = 2.8 monolayers.

**When atoms can descend**

Thermal descent can be estimated in a mean-field model. Pairs of columns with heights n+1 and n-1 turn into two columns of height n at the rate RF P_{n+1}P_{n-1}, where R is the hopping rate divided by F. With a rough barrier of 0.7 eV and an attempt rate of 10¹³ s⁻¹, R is 4.6×10⁻⁴ at 200 K and about 350 at 300 K. The model treats every exposed atom as mobile and adds no extra barrier at step edges, so it favours descent.

Numerical integration at fixed flux and antiphase gives 0.0183 at 200 K after one monolayer, the same as the law to this precision. This agreement depends on the barrier: with 0.55 eV the model gives 0.0005 at 200 K, a small value because the amplitude has just passed through zero near 0.95 monolayer, and with 0.5 eV it gives 0.36. With 0.7 eV at 300 K the intensity is 0.0001 at half a monolayer and 0.70 at one. In this model, warming by 100 K turns a decay into a strong oscillation.

Freezing the hops does not exclude descent on impact. When the lattice simulation let an atom drop to a lower neighbour with probability 0.1, the amplitude at one monolayer was 0.092 instead of 0.132. Each of these single runs scatters by about 0.004. Averaged over repeated runs the amplitude is about 0.088 against 0.135 from the law, so the intensity falls to about 0.4 of the ideal value.

**How far real silicon departs from the model**

A temperature of 200 K is far below usual silicon epitaxy, which is done at several hundred degrees Celsius; it was chosen to suppress thermal descent. The example is therefore a limiting case, not a prediction for a good epitaxial film. In the diamond lattice an atom in a regular site rests on two atoms below, so the columns are not independent landing sites, and a cold deposit may lose its crystalline order. The following estimates apply at antiphase after one monolayer, where the ideal intensity is 0.0183.

For two estimates of disorder, suppose that the beam reflects only from the column tops. First let the deposited columns have random vertical displacements of 0.01 nm rms. With q = p/d = 69.4 nm⁻¹, their mean amplitude is multiplied by exp[-(0.694)²/2] = 0.786. The bare fraction 0.368 is unaffected, so

A = 0.368 + 0.786(0.135 - 0.368) = 0.185,

and the intensity rises to 0.034. If the deposit contributes no coherent wave at all, only the bare surface remains, and I = P_0² = e^{-2Ft} = 0.135. A beam that penetrates such a deposit also brings back a wave from the crystal beneath it. Refraction in the deposit shifts the phase of this wave. For an inner potential of 10 to 12 eV the shift is about 1.0 to 1.2 rad per layer and the wave raises the intensity above 0.135; it lowers it only if the shift exceeds π/2, which at this energy needs about 17 eV. Disorder can thus make the decay slower than the ideal antiphase law.

Misalignment can make the two terrace amplitudes unequal, say 1+ε on even and 1-ε on odd heights. The extra term is ε Σ_n P_n(-1)^n e^{ipn}, which at antiphase equals ε at all times because the two signs cancel. Hence

I/I(0) = [(e^{-2Ft} + ε)/(1+ε)]².

For ε = 0.05 this is 0.031 after one monolayer. It levels off at (0.05/1.05)² = 0.0023, far above the diffuse floor. For ε = -0.05 the intensity instead vanishes near 1.5 monolayers and then rises towards (0.05/0.95)² = 0.0028, although no atom descends. A weak recovery alone is therefore no proof of descent.

Step edges may scatter differently. If a column loses 20% of its amplitude whenever one chosen neighbour has another height, the intensity falls to 0.013. A beam energy spread of 0.3 eV rms has no visible effect at this precision.

Geometry favours the near-normal beam. One step shadows d tan 7° = 0.017 nm, much less than a column width. A 15 keV beam with the same p meets the surface at a grazing angle of 3.15°, where one step shadows 2.5 nm, more than six columns. The growth statistics are unchanged, but the assumption that each column scatters independently is then much less secure. Near normal incidence it is still an approximation, because low-energy electrons can be scattered repeatedly by neighbouring atoms.
